\section*{Localization tensor from d/dk orbitals and the Souza-Wilkens-Martin gap bound}

\section{The localization tensor and its bound by the direct gap}

How far the electrons of an insulator are spread cannot be read off single Bloch orbitals. A Bloch function has equal weight in every cell, so $\langle x^2\rangle$ grows as the square of the sample length, in an insulator as in a metal, and under periodic boundary conditions $x$ is not an admissible operator at all. The substitute $\langle\partial_k u|\partial_k u\rangle$ is finite but arbitrary: the replacement $u\to e^{i\phi(k)}u$ changes it by terms in $\phi'(k)$, which can be made as large as one likes. A usable measure must be a property of the whole filled manifold, and it should become small when the gap is large. The localization tensor always has the first property, has the second when the potential is local (a nonlocal term can spoil it, as shown below), and is built from the $d/dk$ orbitals that drive the electric-field perturbation.

\subsection{Setting and definition}

We treat independent (Kohn--Sham) electrons in one spin channel of a $d$-dimensional crystal. Bloch functions are $\psi_{n\mathbf k}=N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u$ normalized over one cell and $N_k$ cells in the periodic supercell. The $u_{n\mathbf k}$ are eigenfunctions, with energies $\varepsilon_{n\mathbf k}$, of
\begin{equation}
H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+V(\mathbf r),
\label{H}
\end{equation}
where the second form needs $V$ local. With $\partial_a=\partial/\partial k_a$,
\begin{equation}
\partial_aH=\frac{\hbar}{m}(p_a+\hbar k_a),\qquad \partial_a\partial_bH=\frac{\hbar^2}{m}\delta_{ab}.
\label{dH}
\end{equation}
The lowest $N_b$ bands (index $n$) are filled and the rest (index $c$) are empty. We assume a positive minimum direct gap,
\begin{equation}
E_g=\min_{\mathbf k}\,(\varepsilon_{N_b+1,\mathbf k}-\varepsilon_{N_b,\mathbf k})>0 .
\label{gap}
\end{equation}
Let $P_{\mathbf k}=\sum_n|u_n\rangle\langle u_n|$ and $Q_{\mathbf k}=1-P_{\mathbf k}$. The projector equals $(2\pi i)^{-1}\oint d\zeta\,(\zeta-H_{\mathbf k})^{-1}$ on a contour around the filled levels. By (\ref{gap}) one contour serves a whole neighbourhood of each $\mathbf k$, so $P_{\mathbf k}$ is smooth in $\mathbf k$ even where filled bands cross. The zone average is $\langle f\rangle_k=\lim N_k^{-1}\sum_{\mathbf k}f(\mathbf k)$.

In a finite system with open boundaries, let $X=\sum_i x_i$ act on a determinant $\Psi$ of $N$ orbitals. A one-body operator gives $X|\Psi\rangle=\langle X\rangle|\Psi\rangle+\sum_{c,n}x_{cn}|\Psi_n^c\rangle$, where the $\Psi_n^c$ are orthonormal single excitations. The norm of this vector gives
\begin{equation}
\langle X^2\rangle-\langle X\rangle^2=\sum_{c,n}|x_{cn}|^2=\mathrm{Tr}\,(PxQx).
\label{var}
\end{equation}
The localization tensor is this variance per electron in the limit of a large sample, provided the filled levels of the sample stay separated by a gap from the empty ones. A single electron shared between two degenerate end states of a chain of length $\ell$ adds about $\ell^2/4$ to (\ref{var}), and a single electron left in an extended state at the conduction-band edge, spread over the whole chain, also adds a term of order $\ell^2$; the variance per electron then grows with $\ell$ although the bulk is insulating. To carry it over to periodic boundaries, expand $\ln\langle e^{-ibX}\rangle=-ib\langle X\rangle-\tfrac12b^2\langle X^2\rangle_c+\dots$ and add the complex conjugate, which removes the odd orders: $\ln|\langle e^{-ibX}\rangle|^2=-b^2\langle X^2\rangle_c+O(b^4)$. The exponential is periodic over the supercell when $\mathbf b$ is one of its reciprocal vectors, $\mathbf b=\mathbf G/M$ for a supercell of $M$ cells along each lattice vector. We therefore define, with $N=N_kN_b$ and repeated Cartesian indices summed,
\begin{equation}
z=\langle\Psi|e^{-i\mathbf b\cdot\sum_i\mathbf r_i}|\Psi\rangle,\qquad
\hat b_a\hat b_bL_{ab}=-\lim_{M\to\infty}\frac{\ln|z|^2}{N\,b^2}.
\label{def}
\end{equation}
Different choices of $\mathbf G$ fix all components of the symmetric tensor $L_{ab}\equiv\langle r_ar_b\rangle_c$.

\subsection{Reduction to $d/dk$ orbitals}

The exponential multiplies each orbital by $e^{-i\mathbf b\cdot\mathbf r}$, and the overlap of two determinants is the determinant of the orbital overlaps. Since $e^{-i\mathbf b\cdot\mathbf r}\psi_{n,\mathbf k+\mathbf b}=N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n,\mathbf k+\mathbf b}$ has crystal momentum $\mathbf k$, it overlaps only orbitals at $\mathbf k$, through the $N_b\times N_b$ block $S_{mn}(\mathbf k,\mathbf k+\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle$. When $\mathbf k+\mathbf b$ leaves the zone we use $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$, which labels the same $\psi$. A permutation of block columns makes the matrix block diagonal and changes at most a sign, so
\begin{equation}
\ln|z|^2=\sum_{\mathbf k}\ln\det SS^\dagger,\qquad
(SS^\dagger)_{mn}=\delta_{mn}-\langle u_{m\mathbf k}|Q_{\mathbf k+\mathbf b}|u_{n\mathbf k}\rangle ,
\label{prod}
\end{equation}
where the sum over the inner band index produced $P_{\mathbf k+\mathbf b}=1-Q_{\mathbf k+\mathbf b}$.

Differentiating $P^2=P$ gives $\partial P=(\partial P)P+P\,\partial P$. Multiplying by $P$ on both sides gives $P(\partial P)P=2P(\partial P)P$, hence zero; multiplying by $Q$ on both sides gives $Q(\partial P)Q=0$. Only the blocks that join filled and empty states survive. Define the $d/dk$ orbitals and rewrite $\partial_aP$ with them:
\begin{equation}
|u_n^a\rangle=Q\,\partial_aP\,|u_n\rangle,\qquad
\partial_aP=\sum_n\big(|u_n^a\rangle\langle u_n|+|u_n\rangle\langle u_n^a|\big).
\label{ddk}
\end{equation}
In any locally smooth choice of the $u_n$, $\partial P=\sum_m(|\partial u_m\rangle\langle u_m|+|u_m\rangle\langle\partial u_m|)$; $Q$ removes the second term, so $|u_n^a\rangle=Q|\partial_au_n\rangle$. The form (\ref{ddk}) also holds at crossings.

Now $Q_{\mathbf k+\mathbf b}|u_{n\mathbf k}\rangle=(Q_{\mathbf k}-b_a\partial_aP)|u_n\rangle+O(b^2)=-b_a|u_n^a\rangle+O(b^2)$, by $Q|u_n\rangle=0$ and (\ref{ddk}). Because $Q=Q^2$, the matrix $A$ subtracted in (\ref{prod}) is the overlap of these vectors, $A_{mn}=b_ab_b\langle u_m^a|u_n^b\rangle+O(b^3)$, and $\ln\det(1-A)=-\mathrm{Tr}A+O(b^4)$. The matrix $\sum_n\langle u_n^a|u_n^b\rangle$ is Hermitian in $a,b$, and contraction with the symmetric $b_ab_b$ keeps its real part,
\begin{equation}
g_{ab}(\mathbf k)=\mathrm{Re}\sum_n\langle u_n^a|u_n^b\rangle .
\label{g}
\end{equation}
Exchanging the two points turns $S$ into $S^\dagger$ and leaves $|\det S|$ unchanged, so about the midpoint the expansion is even in $\mathbf b$: $\ln\det SS^\dagger=-b_ab_b\,g_{ab}(\mathbf k+\mathbf b/2)+O(b^4)$. Inserting this in (\ref{prod}) and (\ref{def}),
\begin{equation}
L_{ab}=\frac{1}{N_b}\langle g_{ab}\rangle_k ,
\label{L}
\end{equation}
and the $O(b^4)$ term shifts the finite-$M$ estimate by a relative amount of order $b^2$. Two equivalent forms follow. Writing $Q=1-P$,
\begin{equation}
g_{ab}=\mathrm{Re}\sum_n\Big[\langle\partial_au_n|\partial_bu_n\rangle-\sum_m\langle\partial_au_n|u_m\rangle\langle u_m|\partial_bu_n\rangle\Big],
\end{equation}
in which the second term cancels the gauge dependence of the first. Multiplying two copies of (\ref{ddk}), using $\langle u_m|u_n^a\rangle=0$, leaves $\langle u_n^a|u_n^b\rangle+\langle u_n^b|u_n^a\rangle$ in the trace, so $g_{ab}=\tfrac12\mathrm{Tr}\,\partial_aP\,\partial_bP$, which involves no gauge.

\subsection{Sternheimer equation and the electric field}

Differentiate $[H,P]=0$ to get $[\partial_aH,P]+[H,\partial_aP]=0$, apply this to an eigenfunction $|u_n\rangle$, and project with $Q$. The first commutator gives $Q\,\partial_aH|u_n\rangle$, because $P|u_n\rangle=|u_n\rangle$ and $QP=0$. The second gives $(H-\varepsilon_n)Q\,\partial_aP|u_n\rangle$, because $Q$ commutes with $H$. Hence
\begin{equation}
Q(H-\varepsilon_n)Q\,|u_n^a\rangle=-Q\,\partial_aH\,|u_n\rangle .
\label{stern}
\end{equation}
On the empty space $H-\varepsilon_n\ge E_g$, so the solution is unique, and it needs no empty states. No self-consistent term appears, since changing the label $\mathbf k$ does not change the density. Projection on an empty eigenfunction gives
\begin{equation}
\langle u_c|u_n^a\rangle=-\frac{\langle u_c|\partial_aH|u_n\rangle}{\Delta_{cn}},\qquad \Delta_{cn}=\varepsilon_c-\varepsilon_n\ge E_g .
\label{sos}
\end{equation}
The commutator $[H,r_a]=-i\hbar p_a/m$ is periodic although $r_a$ is not, and it defines the interband position element through $\Delta_{cn}(r_a)_{cn}=-i\hbar\langle\psi_c|p_a|\psi_n\rangle/m=-i\langle u_c|\partial_aH|u_n\rangle$. Comparison with (\ref{sos}) gives
\begin{equation}
(r_a)_{cn}=i\langle u_c|u_n^a\rangle .
\label{pos}
\end{equation}
A field $\boldsymbol{\mathcal E}$ adds $e\boldsymbol{\mathcal E}\cdot\mathbf r$ for charge $-e$, so the bare source term in the Sternheimer equation of the field perturbation is $-ie\mathcal E_a|u_n^a\rangle$. By (\ref{g}), (\ref{L}) and (\ref{pos}), $L_{aa}$ is the mean squared norm of the vector $i|u_n^a\rangle$ and has the form of (\ref{var}).

\subsection{The sum rule and the bound}

Let $E(\mathbf k)=\mathrm{Tr}\,PH=\sum_n\varepsilon_{n\mathbf k}$, which is smooth because $P$ is. In $\partial_bE=\mathrm{Tr}(\partial_bP\,H)+\mathrm{Tr}(P\,\partial_bH)$ the first term vanishes: by (\ref{ddk}) it consists of elements $\langle u_n|H|u_n^b\rangle=\varepsilon_n\langle u_n|u_n^b\rangle=0$. Differentiating again and using (\ref{ddk}),
\begin{equation}
\partial_a\partial_bE=\mathrm{Tr}(P\,\partial_a\partial_bH)+2\,\mathrm{Re}\sum_n\langle u_n|\partial_bH|u_n^a\rangle .
\end{equation}
The adjoint of (\ref{stern}) for direction $b$ reads $\langle u_n|\partial_bH\,Q=-\langle u_n^b|(H-\varepsilon_n)Q$, and $Q|u_n^a\rangle=|u_n^a\rangle$. Therefore
\begin{equation}
\partial_a\partial_bE=\mathrm{Tr}(P\,\partial_a\partial_bH)-2F_{ab},\qquad
F_{ab}=\mathrm{Re}\sum_n\langle u_n^a|H-\varepsilon_n|u_n^b\rangle .
\label{curv}
\end{equation}
Transitions among filled bands never enter, which is why crossings inside the filled manifold are harmless. Since $e^{-i\mathbf G\cdot\mathbf r}\mathbf p\,e^{i\mathbf G\cdot\mathbf r}=\mathbf p+\hbar\mathbf G$ and the lattice-periodic factor preserves the space of periodic functions, $H_{\mathbf k+\mathbf G}$ is unitarily equivalent to $H_{\mathbf k}$. Thus $\partial_bE$ is smooth and periodic; integrating $\partial_a(\partial_bE)$ over a reciprocal cell gives surface terms that cancel between opposite faces. Averaging (\ref{curv}),
\begin{equation}
\langle F_{ab}\rangle_k=\tfrac12\langle\mathrm{Tr}\,P\,\partial_a\partial_bH\rangle_k=N_b\frac{\hbar^2}{2m}\delta_{ab}.
\label{fsum}
\end{equation}
The last equality uses (\ref{dH}) and $\mathrm{Tr}P=N_b$; it is the one place in the proof of the bound where locality enters. This is the $f$-sum rule of the insulator.

Take a real unit vector $\mathbf s$ and insert the empty states in (\ref{g}) and (\ref{curv}). With the weights $w_{cn}=|\langle u_c|s_au_n^a\rangle|^2\ge0$,
\begin{equation}
\mathbf s\cdot g\cdot\mathbf s=\sum_{c,n}w_{cn},\qquad \mathbf s\cdot F\cdot\mathbf s=\sum_{c,n}w_{cn}\Delta_{cn}\ge E_g\sum_{c,n}w_{cn}.
\label{ineq}
\end{equation}
Averaging over the zone, dividing by $N_bE_g$ and using (\ref{L}) and (\ref{fsum}) yields the Souza--Wilkens--Martin bound,
\begin{equation}
\mathbf s\cdot L\cdot\mathbf s\le\frac{\hbar^2}{2mE_g}.
\label{swm}
\end{equation}
It holds for every direction and hence for the largest eigenvalue of $L$. All transitions in (\ref{ineq}) conserve $\mathbf k$, so $E_g$ is the direct gap (\ref{gap}); the fundamental gap cannot exceed it and, when positive, gives a valid bound that is no tighter. Dividing the two averages instead gives an identity,
\begin{equation}
\mathbf s\cdot L\cdot\mathbf s=\frac{\hbar^2}{2m\bar E},\qquad
\bar E=\frac{\langle\sum w\Delta\rangle_k}{\langle\sum w\rangle_k},\qquad
R\equiv\frac{2mE_g}{\hbar^2}\,\mathbf s\cdot L\cdot\mathbf s=\frac{E_g}{\bar E}\le1 .
\label{mean}
\end{equation}
The tensor measures the inverse of the mean transition energy, weighted by squared dipole elements (\ref{pos}), and $R=1$ requires all weight at $E_g$. The bound constrains the average and not $g(\mathbf k)$ itself: by (\ref{curv}), $F$ exceeds $N_b\hbar^2/2m$ wherever $E$ curves downward. In a metal the filling changes across the Fermi surface. If it differs between some $\mathbf k$ and $\mathbf k+\mathbf b$, the overlap blocks behind (\ref{prod}) are not square and $z=0$; moreover $P_{\mathbf k}$ jumps, so the smoothness over the whole zone that (\ref{L}) and (\ref{fsum}) rely on is lost. With two collinear spin channels, the tensor per electron is the electron-weighted mean of the two, and (\ref{swm}) holds with the smaller gap. Here $L$ and $E_g$ both belong to the one-particle Hamiltonian; the derivation says nothing about how they compare with those of the interacting system.

\subsection{How tight the bound is}

From here on $\hbar=m=1$ (Hartree atomic units). Take the chain $V=2V_1\cos Gx$, $G=2\pi/a$, with one filled band.

For $V_1\ll G^2$, put $k=G/2+q$ and keep the waves $k$ and $k-G$, with kinetic energies $\tfrac12(q\pm G/2)^2=\tfrac18G^2+\tfrac12q^2\pm vq$, $v=G/2=\pi/a$. The common part does not affect the states, leaving $h=vq\,\sigma_z+V_1\sigma_x$. With $vq=\epsilon\cos\theta$, $V_1=\epsilon\sin\theta$, the levels are $\pm\epsilon$, the lower state is $(\sin\frac\theta2,-\cos\frac\theta2)$, and its derivative is $\theta'/2$ times the upper state $(\cos\frac\theta2,\sin\frac\theta2)$. From $\cot\theta=vq/V_1$, $\theta'=-(v/V_1)\sin^2\theta=-vV_1/\epsilon^2$, so $g=v^2V_1^2/4\epsilon^4$. The peak has width $V_1/v\ll G$, so the integral may run to infinity, and $vq=V_1\tan\varphi$ gives $\int dq\,\epsilon^{-4}=(vV_1^3)^{-1}\int\cos^2\varphi\,d\varphi=\pi/(2vV_1^3)$. Then
\begin{equation}
L=\frac{a}{2\pi}\,\frac{v^2V_1^2}{4}\,\frac{\pi}{2vV_1^3}=\frac{\pi}{16V_1},\qquad E_g=2V_1,\qquad R=\frac\pi4 ,
\label{weak}
\end{equation}
to leading order in $V_1/G^2$. As the gap closes $L$ diverges as $1/E_g$, at a fixed fraction of the bound. The peak value $g(0)=v^2/4V_1^2$ exceeds $1/2E_g=1/4V_1$ by the large factor $v^2/V_1$, an instance of the pointwise failure.

For $V_1\gg G^2$, tunnelling is negligible and near a minimum $V=-2V_1+V_1G^2y^2-V_1G^4y^4/12+\dots$, an oscillator with $\omega=G\sqrt{2V_1}$. In the harmonic limit $y$ connects the ground state to the first level alone, $L=1/2\omega$, $E_g=\omega$, and $R=1$, so the constant in (\ref{swm}) cannot be lowered. The quartic term is $-\omega^2G^2y^4/24$. With $\langle y^4\rangle=3/4\omega^2$ and $15/4\omega^2$ in the two lowest levels it shifts the gap by $-G^2/8$, first order in $G^2/\omega$ relative to $\omega$. Dipole amplitudes to higher levels are of first order, so their weights, and $1-R$ by (\ref{mean}), are of second order.

Plane-wave diagonalization on a uniform $k$ mesh, with (\ref{sos}), gives for $a=5$ bohr ($G=1.2566$ bohr$^{-1}$):
\begin{center}
\begin{tabular}{cccc}
$V_1$ (Ha) & $E_g$ (Ha) & $L$ (bohr$^2$) & $R$\\
0.01 & 0.0200 & 19.637 & 0.7855\\
0.1 & 0.1992 & 1.9873 & 0.7917\\
0.3 & 0.5793 & 0.7284 & 0.8440\\
1.0 & 1.5226 & 0.3225 & 0.9819\\
20 & 7.7450 & 0.06455 & 0.99994
\end{tabular}
\end{center}
For the first row (\ref{weak}) gives $19.635$ bohr$^2$ and $0.7854$. For the last, $\omega=7.9477$ Ha and $\omega-G^2/8=7.9477-0.1974=7.750$ Ha; $L$ lies $2.6\%$ above $1/2\omega=0.06291$ bohr$^2$ while $R$ is within $10^{-4}$ of unity. For $V_1=0.1$ Ha the finite-ring expression (\ref{prod}) gives $1.987058$ and $1.987206$ bohr$^2$ for 100 and 200 cells, below the limit $1.987255$ by $2.0\times10^{-4}$ and $0.5\times10^{-4}$, the factor of four expected from a $b^2$ correction.

\subsection{Beyond local potentials}

Equations (\ref{L}) to (\ref{curv}) and the first equality in (\ref{fsum}) use only the first form of (\ref{H}), $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ with $H$ lattice periodic and $H_{\mathbf k}$ smooth in $\mathbf k$; for (\ref{pos}) the commutator is then $[H,r_a]=-i\,\partial_aH$. The true positions must enter the phase: for isolated dimers of bond length $\tau$ with point-like orbitals, each dimer lying inside one cell, a tight-binding matrix that omits the orbital positions is independent of $\mathbf k$ and gives $g=0$, whereas (\ref{def}) gives $L=\tau^2/4$ for the filled bonding orbital. For any such $H$, local or not,
\begin{equation}
\mathbf s\cdot L\cdot\mathbf s\le\frac{\langle\mathrm{Tr}\,P\,(\mathbf s\cdot\partial)^2H\rangle_k}{2N_bE_g}.
\label{gen}
\end{equation}
A term linear in momentum, such as the Pauli spin-orbit coupling, is linear in $\mathbf k$ and drops out of $\partial_a\partial_bH$; (\ref{swm}) survives with spinor $u_n$ and $N_b$ counting spinor bands. A nonlocal operator, such as a separable pseudopotential or Fock exchange, has $V_k=e^{-ikx}Ve^{ikx}$, $\partial V_k=-i[x,V_k]$ and $\partial^2V_k=-[x,[x,V_k]]$, which need not vanish. Take a chain with only $V=D\sum_R|\beta_R\rangle\langle\beta_R|$, $\beta\propto e^{-x^2/4s^2}$ normalized, so $\langle\beta|x^2|\beta\rangle=s^2$. If the filled orbital on each site were $\beta$ itself and neighbours did not overlap, expanding the double commutator would give $-2D\langle\beta|x^2|\beta\rangle+2D|\langle\beta|x|\beta\rangle|^2=-2Ds^2$. For $D=-2$ Ha, $s=1$ bohr this estimate is $\tfrac12\langle\partial^2H\rangle\approx\tfrac12(1+4)=2.5$ Ha bohr$^2$. Plane-wave diagonalization at $a=5$ bohr gives $2.589$ Ha bohr$^2$, $E_g=1.8227$ Ha and $L=1.2249$ bohr$^2$. Then $R=2\times1.8227\times1.2249=4.47$: $L$ violates the local bound $0.274$ bohr$^2$ and obeys (\ref{gen}), $2.589/1.8227=1.420$ bohr$^2$. A scissor operator $H_{\mathbf k}+\sigma Q_{\mathbf k}$ leaves $P$, hence $L$, unchanged and raises the gap to $E_g+\sigma$, so $R>1$ once $\sigma>\bar E-E_g$. For the chain with $V_1=0.1$ Ha this is $1/(2\times1.9873)-0.1992=0.2516-0.1992=0.0524$ Ha.

\subsection{Worked example: two filled bands in two dimensions}

A rectangular cell of $7\times8$ bohr (area $A$) holds two wells $-D_je^{-|\mathbf r-\boldsymbol\tau_j|^2/2\sigma^2}$ with $\sigma=1$ bohr, $D_1=2.0$ Ha at $(0,0)$ and $D_2=1.6$ Ha at $(3,3)$ bohr. The Gaussian integral gives $V_{\mathbf G}=-(2\pi\sigma^2/A)\sum_jD_je^{-\sigma^2G^2/2}e^{-i\mathbf G\cdot\boldsymbol\tau_j}$. The basis is a fixed set of 187 plane waves with $|\mathbf G|\le6.5$ bohr$^{-1}$, in which (\ref{dH}) holds as a matrix identity while periodicity in $\mathbf k$ holds up to the truncation. Two bands are filled, and tensors are listed as $(xx,yy,xy)$.

At $\mathbf k=(0.13,0.21)$ bohr$^{-1}$ the lowest levels are $-0.8543$, $-0.6023$, $-0.0780$ and $-0.0453$ Ha. Equation (\ref{stern}) is solved as a linear system, with $P$ added to the operator to make it invertible on the filled space, which leaves the solution unchanged; $F$ comes from the sum over the empty states of the basis:
\begin{align*}
g&=(1.3441,\ 1.3689,\ -0.0302)\ \text{bohr}^2,\\
F&=(0.9814,\ 0.9935,\ -0.0245)\ \text{Ha bohr}^2 .
\end{align*}
By (\ref{curv}) the curvature of $E$ is $2-2(0.9814)=0.037$, $2-2(0.9935)=0.013$ and $-2(-0.0245)=0.049$ Ha bohr$^2$. The local gap is $0.6023-0.0780=0.5243$ Ha, and the inequality (\ref{ineq}) with this gap reads $1.3441\le0.9814/0.5243=1.872$ bohr$^2$ along $x$.

Averaging (\ref{sos}) over a uniform $10\times10$ mesh gives $\langle F\rangle_k/N_b=(0.500000,\ 0.500000,\ 0.000000)$ Ha bohr$^2$ and
\[
L=(0.70006,\ 0.69634,\ 0.02114)\ \text{bohr}^2 .
\]
The off-diagonal element is positive although $g_{xy}$ is negative at the sample point, so $g_{xy}$ changes sign in the zone. The principal values are the mean $0.69820$ plus or minus $\sqrt{0.00186^2+0.02114^2}=0.02122$, that is $0.7194$ bohr$^2$ ($0.2015$ \AA$^2$) and $0.6770$ bohr$^2$ ($0.1896$ \AA$^2$). A simplex search started at the mesh point of smallest direct gap finds $E_g=0.4718$ Ha ($12.84$ eV) at $\mathbf k=(0.364,-0.338)$ bohr$^{-1}$, inside the zone and away from its centre, edge midpoints and corners. The search is local; a lower minimum elsewhere would loosen the bound. With this gap
\[
\frac{1}{2E_g}=\frac{1}{0.9437}=1.0597\ \text{bohr}^2=0.2967\ \text{\AA}^2 ,
\]
and $R=0.9437\times0.7194=0.679$ and $0.9437\times0.6770=0.639$. By (\ref{mean}) the mean transition energies are $1/(2\times0.7194)=0.695$ Ha and $1/(2\times0.6770)=0.739$ Ha, about $1.5$ and $1.6$ times the gap. The fundamental gap is $0.4690$ Ha on the mesh and $0.4687$ Ha once the conduction-band minimum, which lies off the mesh, is located; it is only slightly smaller than the direct one here and would give $1.067$ bohr$^2$. Both values of $R$ lie below $\pi/4$, so the weak-coupling value of the cosine chain is not a lower limit for other crystals.

All numerical values are calculated from the stated model.
